Why the RPA plasmon formula with exchange needs one quarter

**The argument under review**

The manuscript takes the plasmon formula for the correlation energy in the direct random-phase approximation (RPA),

E = ½ (Σₙ ωₙ − tr A),

and adds exchange by replacing every integral in A and B with its antisymmetrized form. The prefactor stays at ½. The justification offered is that the formula is the zero-point energy of coupled oscillators, whose derivation does not ask where A and B came from.

That last remark is correct, but it does not justify the conclusion. The oscillator energy must also be the energy of the electrons, and this depends on what the matrices contain.

**Conventions**

I use real spin orbitals and a canonical closed-shell Hartree-Fock reference Φ. Indices i, j, k, l are occupied; a, b, c, d are virtual. In <pq|rs>, electron 1 occupies p and r, electron 2 occupies q and s, and <pq||rs> = <pq|rs> − <pq|sr>. With Δ_ia = ε_a − ε_i,

A_{ia,jb} = Δ_ia δ_ij δ_ab + A'_{ia,jb},  A'_{ia,jb} = <aj||ib>,
B_{ia,jb} = <ij||ab>.

A pair ia is one matrix index, sometimes written μ or ν, and Δ alone is the diagonal matrix of gaps. A and B are symmetric. The direct RPA has single-bar integrals in both. I assume stability: A + B and A − B are positive definite.

**What the oscillator derivation proves**

The boson Hamiltonian is

H_B = Σ A_μν b†_μ b_ν + ½ Σ B_μν (b†_μ b†_ν + b_μ b_ν).

Put b = (x + ip)/√2. Since A is symmetric, the cross terms of b†_μ b_ν reduce to the commutator [x_μ, p_ν] = iδ_μν and give −½ tr A. In the B term the cross terms cancel. Thus

H_B = ½ xᵀ(A + B)x + ½ pᵀ(A − B)p − ½ tr A.

Let M = A − B, x = M^½ y and p = M^(−½) q. This keeps the commutators and turns the kinetic term into ½ qᵀq. The squared frequencies are the eigenvalues of M^½(A + B)M^½.

They are also the squared RPA roots. The RPA equations are

AX + BY = Xω,  BX + AY = −Yω.

Their sum and difference are (A + B)(X + Y) = (X − Y)ω and (A − B)(X − Y) = (X + Y)ω, so M(A + B)(X + Y) = (X + Y)ω². The matrix M(A + B) is similar to the one above. The ground energy of H_B is therefore ½(Σω − tr A), for any stable symmetric A and B.

**Where the electrons differ from the bosons**

Take two electrons in spin orbitals i and j, two empty spin orbitals a and b at height Δ, and one interaction <ij||ab> = v that moves both electrons up. There is one doubly excited determinant. In the basis of this determinant and Φ, the Hamiltonian has diagonal elements 0 and 2Δ and coupling v, so

E_fermion = Δ − √(Δ² + v²) = −v²/(2Δ) + v⁴/(8Δ³) − …

The bosons see two routes to this determinant: i→a with j→b, and i→b with j→a. The corresponding elements are B_{ia,jb} = v and B_{ib,ja} = <ij||ba> = −v. For electrons, the two products of excitations give the same determinant with opposite sign. For bosons they are two different states, each coupled to the vacuum.

In this pure pair-transfer model A' = 0, and A ± B has eigenvalues Δ ± v and Δ ∓ v in each coupled pair of modes. All four roots equal √(Δ² − v²), and

E_boson = ½ · 4[√(Δ² − v²) − Δ] = −v²/Δ − v⁴/(4Δ³) − …

The leading term is twice the fermion one. With Δ = 1 and v = 0.3 hartree, the second-order energies are −0.045 hartree for the electrons and −0.090 hartree for the bosons. The complete energies are −0.0440 and −0.0921 hartree.

A prefactor of ¼ gives −0.0461 hartree. This cures the second order but not the fourth, where the term is −v⁴/(8Δ³) instead of +v⁴/(8Δ³). As v approaches Δ the roots go to zero, and beyond it they are imaginary, while the fermion energy remains smooth. The stability condition is thus a real limit of the formula.

This model is an idealization that real orbitals cannot produce. For real orbitals <aj|ib> = <ij|ab> and <aj|bi> = <bj|ai>, so A'_{ia,jb} − A'_{ib,ja} = B_{ia,jb} = v, and A' cannot vanish. If the one integral <ij|ab> = v is kept with all its real-orbital permutations, then A'_{ia,jb} = v. The fermion energy and the doubled second order are unchanged, but two of the roots become √(Δ² ± 2vΔ). The boson fourth-order term is then −3v⁴/(4Δ³), the boson energy at Δ = 1 and v = 0.3 hartree is −0.0974 hartree, and the instability sets in at v = Δ/2. The factor of two at second order is general; the fourth-order coefficient and the threshold depend on the model.

**The prefactor that ring CCD gives**

The model shows the double counting. Coupled cluster doubles (CCD) gives the prefactor for a general system. Define

Q†_ia = c†_a c_i,  Q_ia = c†_i c_a,
𝒯 = ¼ Σ t_ij^ab Q†_ia Q†_jb,

with t antisymmetric in i, j and in a, b. The factor ¼ makes each determinant occur once with amplitude t. Projecting H exp(𝒯)Φ on Φ gives, by the same count,

E_c = ¼ Σ <ij||ab> t_ij^ab.

Write T_{ia,jb} = t_ij^ab. I now find the ring terms in the amplitude equation. The normal-ordered interaction is W = ¼ Σ <pq||rs>{c†_p c†_q c_s c_r}. Its particle-hole part occurs in four equal arrangements, which cancel the ¼:

W_ph = Σ A'_{jb,kc} Q†_jb Q_kc.

Acting on 𝒯Φ, Q_kc can remove its hole and particle in four equal ways, so Q_kc 𝒯Φ = Σ t_ik^ac Q†_ia Φ. Hence

W_ph 𝒯Φ = Σ (TA')_{ia,jb} Q†_ia Q†_jb Φ.

To read off the amplitude of one determinant, collect the four index arrangements that produce it, with their signs:

(A'T + TA')_{ia,jb} − (A'T + TA')_{ib,ja}.

The part of W that removes two pairs is ¼ Σ B_{kc,ld} Q_kc Q_ld. In a ring term of ½𝒯²Φ it takes one hole and one particle from each 𝒯. The choice of which 𝒯 supplies which pair cancels the ½. The two ways of pairing the holes with the particles are equal, because Q_kc Q_ld and B_{kc,ld} both change sign when c and d are exchanged. The result is ½ Σ (TBT)_{ia,jb} Q†_ia Q†_jb Φ, with determinant amplitude (TBT)_{ia,jb} − (TBT)_{ib,ja}.

Ring CCD with exchange, as defined here, keeps the unswapped ring terms. It drops those with a and b exchanged, together with the ladder terms and the other quadratic terms of CCD. Its amplitude equation, including the bare interaction and the orbital gaps, is

B + AT + TA + TBT = 0.

The RPA vectors solve it. In the stable case, let Z hold the orthonormal eigenvectors of M^½(A + B)M^½ and choose

X + Y = M^½ Z ω^(−½),  X − Y = M^(−½) Z ω^½.

These satisfy both RPA equations, and (X + Y)ᵀ(X − Y) = 1. The symmetric part of this identity is XᵀX − YᵀY = 1. If Xu = 0, then −|Yu|² = |u|², so u = 0 and X is invertible. The antisymmetric part gives YᵀX = XᵀY, so T = YX⁻¹ is symmetric.

Multiply the RPA equations by X⁻¹ from the right:

A + BT = XωX⁻¹,
B + AT = −YωX⁻¹ = −T(XωX⁻¹) = −T(A + BT).

The second line is the amplitude equation. The trace of the first is

tr(BT) = Σω − tr A.

The amplitude equation is quadratic and has other solutions, obtained by replacing some roots ω with −ω, that is, by exchanging the corresponding columns of X and Y, whenever the new X is still invertible. Each such replacement lowers tr(BT) by 2ω, so these solutions have other energies. The solution meant here is the one built from the positive roots. For it, the CCD energy expression fixes the prefactor:

E_rCCDx = ¼ tr(BT) = ¼ (Σω − tr A).

**Second order, and why direct RPA keeps one half**

To first order in the interaction, the amplitude equation reads B + ΔT₁ + T₁Δ = 0, so

(T₁)_μν = −B_μν/(Δ_μ + Δ_ν),
½ tr(BT₁) = −½ Σ <ij||ab>²/(Δ_ia + Δ_jb).

Second-order Møller-Plesset theory (MP2) sums over distinct determinants, i < j and a < b. Unrestricted sums therefore carry ¼:

E_MP2 = −¼ Σ <ij||ab>²/(Δ_ia + Δ_jb).

The manuscript's formula begins with 2E_MP2. Now expand the square. The terms <ij|ab>² and <ij|ba>² have equal sums, because exchanging a and b leaves the summed denominators unchanged. This gives

E_MP2 = −½ Σ [<ij|ab>² − <ij|ab><ij|ba>]/(Δ_ia + Δ_jb).

The first part is what direct RPA produces with the prefactor ½. Direct RPA is thus correctly normalized for the direct part of MP2 and omits the exchange part. Antisymmetrizing B brings in both squares and the cross term twice over, so the old prefactor no longer fits.

**One quarter is not a cure at third order**

The revision should not claim that ¼ repairs every term. At the next order the amplitude equation gives

ΔT₂ + T₂Δ = −(A'T₁ + T₁A').

Insert B = −(ΔT₁ + T₁Δ) and use the cyclic property of the trace:

tr(BT₂) = −tr[T₁(ΔT₂ + T₂Δ)]
= tr[T₁(A'T₁ + T₁A')] = 2 tr(T₁A'T₁).

For comparison, the third-order energy of perturbation theory is the expectation value of W in the first-order wavefunction. Its particle-hole part is ¼ times the sum of t against the four-term determinant amplitude found above. Each of the four terms contributes equally, because the first-order t is antisymmetric, so

E_ring⁽³⁾ = tr(T₁A'T₁).

The prefactor ½ gives this in full, and ¼ gives half of it. The missing half comes from the swapped terms that ring CCD dropped. One may subtract the surplus second order and use ½(Σω − tr A) − E_MP2, which has the correct second-order energy and third-order ring energy. It still lacks the third-order particle-particle and hole-hole ladders, and this analysis does not establish its higher orders.

Dropping the swapped terms has another consequence. If T were antisymmetric under exchange of a and b, then ¼ tr(BT) would equal ½ tr(KT), where K_{ia,jb} = <ij|ab>. This holds for T₁ but is not guaranteed for the full ring amplitudes. The manuscript must therefore state which energy expression it uses, as well as which integrals enter A and B.

**Methane as a check of the counting**

I take tetrahedral CH₄ with a chosen C–H distance of 2.06 bohr, at the Hartree-Fock/STO-3G level with all ten electrons correlated. The 10 occupied and 8 virtual spin orbitals give 80 particle-hole pairs. With exchange in both matrices,

Σω − tr A = 233.1506 − 233.5414 = −0.3908 hartree.

The correlation energies, in hartree, are:

- prefactor ½: −0.1954
- prefactor ¼: −0.0977
- ½ formula minus MP2: −0.1388
- half trace with direct integrals, ½ tr(KT): −0.0687
- direct RPA, prefactor ½: −0.0831
- MP2: −0.0566
- full configuration interaction (full CI): −0.0794

The first two values are −5.317 and −2.659 eV. Solving the amplitude equation without the RPA vectors also gives −0.0977 hartree. The numerical check tests this equality and the second- and third-order coefficients, using perturbation theory in the complete determinant space as the reference.

The second-order part of the ½ formula is −0.1131 hartree, twice the MP2 value. The third-order ring energy is −0.0420 hartree; the ½ formula contains all of it and the ¼ formula contains −0.0210 hartree. The complete third-order energy also has the two ladders:

0.01345 + 0.01354 − 0.04205 = −0.01506 hartree.

Relative to full CI, the prefactor ½ overestimates the magnitude of the correlation energy by 146%, and ¼ by 23%. The subtracted formula overestimates it by 75%, although it is correct for more low-order terms than the ¼ formula. Its second order and third-order ring add up to −0.0566 − 0.0420 = −0.0986 hartree, so the remaining −0.0402 hartree comes from fourth and higher orders. The positive ladders, 0.0270 hartree together at third order, are absent. Being correct for selected low-order terms does not make the total accurate here.

The two energy expressions for the same ring amplitudes differ by 0.0290 hartree. The sum T_{ia,jb} + T_{ja,ib} would vanish for antisymmetric amplitudes. Its norm is 0.37 of the norm of T. The part of T that is symmetric under the exchange is half of this sum, 0.18 of the norm of T, so the loss of antisymmetry is not negligible.

Direct RPA lies within 5% of full CI, but this is no evidence that exchange is negligible. The direct part of MP2 is −0.1071 hartree, so direct RPA omits a second-order exchange energy of +0.0505 hartree, and its close total requires other errors to compensate. Full CI is itself complete only within this minimal basis, which leaves out most of the dynamic correlation. The relativistic and nuclear-motion effects are also absent. The values are far from converged in the basis. In cc-pVDZ the ½, ¼ and direct RPA energies are −0.483, −0.241 and −0.212 hartree, against −0.191 hartree from CCSD(T). The overestimates become 152% for ½, 26% for ¼, 67% for the subtracted formula and 11% for direct RPA. These percentages rank nothing beyond this example.

**Requested correction**

If the manuscript means ring CCD with exchange and the energy expression ¼ tr(BT), its energies from the ½ formula must be halved; the expression ½ tr(KT) gives a different value and needs the amplitudes themselves. If it means to keep the oscillator energy, it must remove the doubled second-order energy, for example by subtracting one MP2 energy, and describe the result as a different approximation. In either case the stability of A + B and A − B should be reported, since the derivation above relies on it.

Numbers as computed

```
FOUR-SPIN-ORBITAL MODEL
gap: 1.000000 hartree
pair coupling: 0.300000 hartree
coupled fermion double excitations: 1 (count)
coupled boson pair states: 2 (count)
fermion second-order energy: -0.045000 hartree
boson second-order energy: -0.090000 hartree
exact fermion ground energy: -0.044031 hartree
boson ground energy, prefactor 1/2: -0.092122 hartree
plasmon formula, prefactor 1/4: -0.046061 hartree
METHANE, HF/STO-3G, ALL ELECTRONS
C-H distance: 2.060000 bohr
spin orbitals: 18 (count); electrons: 10 (count)
particle-hole pairs: 80 (count)
Hartree-Fock total energy: -39.726695 hartree
lowest RPA root with exchange: 0.559332 hartree
sum of RPA roots: 233.150569 hartree
trace of A: 233.541398 hartree
sum of roots minus trace of A: -0.390828 hartree
CORRELATION ENERGIES
MP2: -0.056574 hartree
direct part of MP2: -0.107107 hartree
direct RPA, prefactor 1/2: -0.083114 hartree
with exchange, prefactor 1/2: -0.195414 hartree
with exchange, prefactor 1/4: -0.097707 hartree
ring CCD with exchange, from amplitudes: -0.097707 hartree
same amplitudes, half trace with direct integrals: -0.068677 hartree
prefactor 1/2 minus MP2: -0.138840 hartree
full CI in this basis: -0.079351 hartree
ORDER BY ORDER
second order of prefactor 1/2: -0.113149 hartree
second order of prefactor 1/4: -0.056574 hartree
second order of direct RPA: -0.107107 hartree
complete third-order energy: -0.015057 hartree
third-order particle-particle ladder: 0.013454 hartree
third-order hole-hole ladder: 0.013537 hartree
third-order particle-hole ring: -0.042048 hartree
third order of prefactor 1/2: -0.042048 hartree
third order of prefactor 1/4: -0.021024 hartree
AMPLITUDES AND CONVERSIONS
relative antisymmetry error of ring amplitudes: 0.367140 (ratio)
with exchange, prefactor 1/2: -5.317490 eV
with exchange, prefactor 1/4: -2.658745 eV
MP2: -1.539466 eV
full CI in this basis: -2.159262 eV
```
